\section*{Delivered Fraction of a Decomposing Precursor Source at Constant Molar Flow, part 1}

(Sections cited here and not found follow in the second part.)

\section{The delivered fraction}

A heated ampoule holds 0.50 mol of a liquid precursor and supplies a reactor with a steady 0.50 sccm of its vapour. Without decomposition it would last 15.6 days. At the source temperature of 385 K the liquid decomposes with a rate constant of $2.31\times10^{-7}\ \mathrm{s^{-1}}$, and the ampoule is empty after 13.6 days. A sealed charge of the same liquid, kept at the same temperature for those 13.6 days, would lose 24\% of its molecules. The ampoule in use loses 13\%, although it has been hot for just as long. The theorem below gives this loss and accounts for the difference.

\subsection{Setting and assumptions}

Let $n(t)$ be the amount of intact precursor in the source at time $t$, in moles, with $n(0)=n_0>0$. The following is assumed.

(A1) Intact precursor leaves the source at a constant molar flow $F>0$ until none is left.

(A2) The precursor in the source decomposes at the rate $kn$, with one constant $k>0$. The temperature is therefore uniform and steady, and the products do not influence the reaction.

(A3) Nothing is added to the source during the run, and intact precursor is lost in no other way.

The flow in (A1) counts intact molecules. A flow controller that fixes the total flow, with decomposition products included, poses a different problem, which is solved in the second half. The delivered fraction $\eta$ is the amount of intact precursor that has left the source by the time it is empty, divided by $n_0$.

Three combinations of the quantities are dimensionless and sufficient:
\begin{equation}
u=\frac{n}{n_0},\qquad \theta=\frac{Ft}{n_0},\qquad a=\frac{kn_0}{F}.
\label{eq:dimless}
\end{equation}
Here $u$ is the intact fraction still in the source. Since $Ft$ moles have been delivered by time $t$, the variable $\theta$ is both a scaled time and the fraction delivered so far. The parameter $a$ compares two times: $n_0/F$, which the flow alone would need to empty the source, and $1/k$, the mean life of a molecule that is left in the source. Equally, $a$ is the initial rate of decomposition $kn_0$ divided by the rate of delivery $F$.

\paragraph{Theorem 1.} Under (A1) to (A3) the source is empty at the time
\begin{equation}
t_*=\frac{1}{k}\ln(1+a),
\label{eq:tstar}
\end{equation}
and the delivered fraction is
\begin{equation}
\eta(a)=\frac{\ln(1+a)}{a}.
\label{eq:eta}
\end{equation}

\subsection{The amount left during the run}

\paragraph{Lemma 1.} Until the source is empty,
\begin{equation}
u(\theta)=\left(1+\frac1a\right)e^{-a\theta}-\frac1a .
\label{eq:u}
\end{equation}

\paragraph{Proof.} By (A1) to (A3) the amount changes through delivery and decomposition, and both reduce it:
\begin{equation}
\frac{dn}{dt}=-F-kn .
\label{eq:balance}
\end{equation}
From \eqref{eq:dimless}, $n=n_0u$ and $t=n_0\theta/F$, so that $dn/dt=F\,du/d\theta$. Inserting this and dividing by $F$ gives
\begin{equation}
\frac{du}{d\theta}=-1-\frac{kn_0}{F}u=-1-au,\qquad u(0)=1 .
\label{eq:ode}
\end{equation}
Move $au$ to the left and multiply by $e^{a\theta}$. The left side becomes the derivative of a product:
\begin{equation}
e^{a\theta}\frac{du}{d\theta}+a\,e^{a\theta}u
=\frac{d}{d\theta}\left(e^{a\theta}u\right)=-e^{a\theta}.
\end{equation}
Integration from $0$ to $\theta$, with $u(0)=1$, yields
\begin{equation}
e^{a\theta}u(\theta)-1=-\frac{e^{a\theta}-1}{a}.
\end{equation}
Add 1 to both sides and multiply by $e^{-a\theta}$:
\begin{equation}
u(\theta)=e^{-a\theta}-\frac{1-e^{-a\theta}}{a}
=\left(1+\frac1a\right)e^{-a\theta}-\frac1a .
\end{equation}
This is \eqref{eq:u}. $\square$

The first form of the solution has a direct reading. The term $e^{-a\theta}=e^{-kt}$ is what a sealed charge would retain. The second term is what is missing because of delivery. It is smaller than the delivered fraction $\theta$, since some of the delivered molecules would have decomposed by now had they stayed.

\subsection{Proof of the theorem}

While $u\ge0$, equation \eqref{eq:ode} gives $du/d\theta\le-1$. The amount therefore falls steadily and reaches zero once, at some $\theta_*\le1$. Setting $u(\theta_*)=0$ in \eqref{eq:u} and multiplying by $a\,e^{a\theta_*}$ gives
\begin{equation}
0=(a+1)-e^{a\theta_*},
\qquad\text{so}\qquad
\theta_*=\frac{\ln(1+a)}{a}.
\end{equation}
Because $\theta$ is the fraction delivered so far, $\theta_*$ is the delivered fraction $\eta$, which proves \eqref{eq:eta}. The corresponding time is
\begin{equation}
t_*=\frac{n_0}{F}\theta_*=\frac{n_0}{F}\,\frac{F}{kn_0}\ln(1+a)=\frac1k\ln(1+a),
\end{equation}
which proves \eqref{eq:tstar}. $\square$

The first equality of the last line also says that $\eta=t_*/(n_0/F)$: decomposition shortens the life of the source by the same factor by which it reduces the delivered amount. This follows from the constant flow.

For the ampoule, 0.50 sccm is $3.718\times10^{-7}\ \mathrm{mol/s}$, where one sccm is one cubic centimetre per minute of ideal gas at 273.15 K and 1 atm. Then
\begin{align}
a&=\frac{(2.315\times10^{-7}\ \mathrm{s^{-1}})(0.50\ \mathrm{mol})}
{3.718\times10^{-7}\ \mathrm{mol/s}}=0.311,\\
\eta&=\frac{\ln 1.311}{0.311}=\frac{0.271}{0.311}=0.871,\\
t_*&=\frac{0.271}{2.315\times10^{-7}\ \mathrm{s^{-1}}}
=1.17\times10^{6}\ \mathrm{s}=13.6\ \text{days}.
\end{align}
The reactor receives 0.435 mol, and 0.065 mol decomposes in the ampoule.

\subsection{The yield at each level of filling}

The result can be reached without solving for the time dependence, and this second route shows what the logarithm averages.

\paragraph{Lemma 2.} Let the loss rate be any continuous function $L(n)\ge0$ in place of $kn$. Then
\begin{equation}
\eta=\frac1{n_0}\int_0^{n_0}\frac{F}{F+L(n)}\,dn .
\label{eq:yield}
\end{equation}

\paragraph{Proof.} The balance is now $dn/dt=-(F+L(n))$. Its right side is negative, so $n$ can serve as the variable in place of $t$, with $dt=-dn/(F+L(n))$. The delivered amount is
\begin{equation}
\int_0^{t_*}F\,dt=-\int_{n_0}^{0}\frac{F\,dn}{F+L(n)}
=\int_0^{n_0}\frac{F\,dn}{F+L(n)} .
\end{equation}
Exchanging the limits has removed the minus sign. Division by $n_0$ gives \eqref{eq:yield}. $\square$

When the content drops by a small amount $dn$, the share $F/(F+L)$ of that amount has been delivered and the rest has decomposed. The delivered fraction is the plain average of this share over all levels of filling. For $L=kn$ the share is $1/(1+au)$, and with the substitution $v=1+au$, $dv=a\,du$,
\begin{equation}
\eta=\int_0^1\frac{du}{1+au}=\frac1a\int_1^{1+a}\frac{dv}{v}=\frac{\ln(1+a)}{a}.
\label{eq:average}
\end{equation}
In the example the share starts at $1/1.311=0.763$ in the full ampoule and rises to 1 as the ampoule empties. The average, 0.871, lies between the two.

Lemma 2 also shows how the result depends on the order of the reaction. Suppose that decomposition took place on a wall of fixed area at a constant rate $L=kn_0$, equal to the initial first-order rate. The share would then stay at $1/(1+a)$ throughout, and $\eta$ would be 0.763 instead of 0.871. The logarithm belongs to a loss that shrinks in proportion to the content.

\subsection{Why the ampoule loses less than a sealed charge}

The decomposed amount is $k\int_0^{t_*}n\,dt$, that is, $kt_*$ times the mean content during the run. Both the ampoule and the sealed charge have $kt_*=0.271$, so they differ in their mean content. The decomposed fraction of the ampoule is $1-\eta=0.129$, and its mean content is therefore $0.129/0.271=0.48$ of the charge. The sealed charge loses $1-e^{-0.271}=0.237$, which corresponds to a mean content of $0.237/0.271=0.88$. Molecules that have been delivered are no longer exposed to the heat, and this accounts for the whole difference.

The value 0.48 is slightly below one half for a reason that can be read from \eqref{eq:ode}. Differentiating once more gives $d^2u/d\theta^2=-a\,du/d\theta>0$. The curve $u(\theta)$ is thus convex and lies below the straight line that joins its end points, and the mean height of that line is one half.

\subsection{Limiting cases}

\paragraph{Slow decomposition.} For every $x\ge0$,
\begin{equation}
\frac1{1+x}=1-x+\frac{x^2}{1+x},
\end{equation}
as multiplication by $1+x$ confirms. Put $x=au$ and integrate over $u$ from 0 to 1. The last term is not negative and does not exceed $a^2u^2$, whose integral is $a^2/3$. Hence, for all $a>0$,
\begin{equation}
1-\frac a2\le\eta(a)\le1-\frac a2+\frac{a^2}{3}.
\label{eq:bounds}
\end{equation}
For small $a$ the lost fraction is close to $a/2$. The factor one half arises because a molecule in a steadily drained source waits, on average, half the emptying time. In the example the bounds are 0.844 and 0.877, and $\eta=0.871$ lies between them.

\paragraph{Fast decomposition.} Writing $1+a=a(1+1/a)$ gives
\begin{equation}
\eta=\frac{\ln a}{a}+\frac1a\ln\left(1+\frac1a\right).
\end{equation}
For large $a$ the second term is at most $1/a^2$, and $\eta$ approaches $\ln(a)/a$. Most of the charge then decomposes before its turn comes. At $a=100$ the delivered fraction is 0.046.

\paragraph{Between the limits.} The integrand of \eqref{eq:average} falls with $a$ at every $u>0$, so $\eta$ falls steadily from 1 towards 0. Its values at $a=0.1$, 1 and 10 are 0.953, 0.693 and 0.240. Numerical integration of the balance \eqref{eq:ode} at $a=0.01$, 0.1, 1, 10 and 100 was tested against \eqref{eq:eta} and agrees to within $10^{-7}$ in the delivered fraction.

\subsection{The yield of a larger charge}

\paragraph{Corollary.} At fixed $F$ and $k$ the delivered amount is
\begin{equation}
N(n_0)=\eta n_0=\frac Fk\ln\left(1+\frac{kn_0}{F}\right),
\qquad
\frac{dN}{dn_0}=\frac Fk\,\frac{k/F}{1+kn_0/F}=\frac1{1+a}.
\label{eq:marginal}
\end{equation}

A small addition to the initial charge of the example is delivered with a yield of 0.763, although the charge as a whole has a yield of 0.871. The addition prolongs the run and is in effect drawn last. It has to survive until $t_*$, and by \eqref{eq:tstar} its chance of doing so is $e^{-kt_*}=1/(1+a)$, in agreement with \eqref{eq:marginal}.

The same reasoning favours small charges. Let the 0.50 mol be divided between two ampoules used in turn, the second being stored so cold that its decomposition is negligible. Each then has $a=0.156$, and the delivered fraction rises to $\ln(1.156)/0.156=0.93$.

\subsection{A source of single molecules}

Equation \eqref{eq:balance} treats the content as a continuous quantity. In a random simulation, 100\,000 molecules were removed one at a time at equal intervals, and between removals each remaining molecule decomposed with a fixed probability, chosen so that $a=2$. The delivered fraction was 0.5476, while \eqref{eq:eta} gives 0.5493.

The expected scatter can be estimated. A chance excess of one decomposition, at a time $s$ before the end, costs on average $e^{-ks}$ delivered molecules, because the lost molecule would have reached the end with that probability. In a short time $ds$ the number of decompositions has a variance close to its mean $kn\,ds$. Solving \eqref{eq:balance} backwards from the empty source gives $n=(F/k)(e^{ks}-1)$. With $q=e^{-kt_*}=1/(1+a)$, the variance of the delivered number is
\begin{align}
\int_0^{t_*}e^{-2ks}\,kn\,ds
&=F\int_0^{t_*}\left(e^{-ks}-e^{-2ks}\right)ds
=\frac Fk\left[(1-q)-\frac{1-q^2}{2}\right]\nonumber\\
&=\frac{F}{2k}(1-q)^2=\frac{n_0}{2a}\,\frac{a^2}{(1+a)^2}.
\end{align}
Here $n_0$ counts molecules. The standard deviation of the delivered fraction is the square root of this divided by $n_0$, namely $\sqrt{a/(2n_0)}/(1+a)=0.0011$. The observed difference of 0.0017 is about 1.6 standard deviations, which is compatible with chance. In an ampoule that holds a sizeable part of a mole the scatter is negligible.

\section{Operating limits and the stability window}

The first half considered a source with an initial amount $n_0$ of intact precursor, a constant molar flow $F$ of intact precursor and a first-order rate constant $k$. With $u=n/n_0$ for the intact fraction still in the source, $\theta=Ft/n_0$ for the fraction delivered so far, and $a=kn_0/F$, it found
\begin{equation}
\frac{du}{d\theta}=-1-au,\qquad
\eta=\int_0^1\frac{du}{1+au}=\frac{\ln(1+a)}{a},\qquad
t_*=\frac{\ln(1+a)}{k},
\label{eq:recap}
\end{equation}
where $\eta$ is the delivered fraction and $t_*$ the emptying time. The example has $n_0=0.50$ mol, $F=0.50$ sccm and a temperature of 385 K, which give $a=0.311$, $\eta=0.871$ and $t_*=13.6$ days. This half treats sources that are not emptied completely or are controlled differently, and then turns the formula into limits on the temperature.

\subsection{A source with an unused heel}

\paragraph{Proposition 1.} If the run is stopped when the intact fraction has fallen to $h$, with $0\le h<1$, the delivered fraction is
\begin{equation}
\eta_h=\frac1a\ln\frac{1+a}{1+ah}.
\label{eq:heel}
\end{equation}

\paragraph{Proof.} From \eqref{eq:recap}, $d\theta=-du/(1+au)$. Integrating from $u=1$ down to $u=h$ gives
\begin{equation}
\eta_h=\int_h^1\frac{du}{1+au}=\frac{\ln(1+a)-\ln(1+ah)}{a},
\end{equation}
which is \eqref{eq:heel}. $\square$

For a heel of 5\% in the example,
\begin{equation}
\eta_h=\frac{1}{0.3113}\ln\frac{1.3113}{1.0156}=0.821 .
\end{equation}
The heel lowers the delivered fraction by 0.050, almost its own size. At low filling decomposition is slow compared with delivery, so nearly all of the abandoned precursor would have reached the reactor.

For a constant flow of intact precursor and first-order decomposition, this part has established the delivered fraction and the emptying time, and has extended the result to a source stopped with an unused heel. What remains is the source with fixed total flow, the upper and lower temperature limits, and the effects neglected so far, including dilution by dissolved products.
